Kramers–Kronig Transform on a Nonuniform Grid with Truncated Tails

**1. Definitions and conventions**

Let G(ω) be a retarded Green's function with spectral function A(x) ≥ 0,

G(ω) = ∫ A(x)/(ω − x + i0⁺) dx, ∫ A(x) dx = 1,

where both integrals run over the whole real axis. Energies are in hartree, so A and G are in 1/hartree. For small η > 0,

1/(u + iη) = u/(u² + η²) − iη/(u² + η²).

As η → 0 the first term gives the principal value P(1/u), which leaves out a symmetric interval around u = 0 and lets it shrink. The second term has area −π and gives −iπδ(u). Hence

A(ω) = −Im G(ω)/π, Re G(ω) = P∫ A(x)/(ω − x) dx.

The task is to evaluate the second relation from samples A_j = A(x_j) on an increasing grid a = x_0 < x_1 < … < x_N = b, with spacings h_j = x_{j+1} − x_j. Two errors must be kept apart. With R_w(ω) the exact integral over the window [a,b], and a < ω < b,

Re G = R_w + T,
computed value − Re G = (grid error of R_w) − T.

T comes from the spectral weight outside the window. Refining the grid inside the window cannot reduce it.

The integral vanishes as |ω| → ∞. If the function sought tends to a real constant instead, that constant must be supplied separately.

**2. Rule I: subtract the singular point**

For constant A the principal value is elementary. Leaving out (ω−δ, ω+δ),

∫_a^{ω−δ} dx/(ω−x) = ln(ω−a) − ln δ,
∫_{ω+δ}^b dx/(ω−x) = ln δ − ln(b−ω).

The terms in δ cancel, and the sum is ln[(ω−a)/(b−ω)]. At a node ω = x_k, write A(x) = [A(x) − A_k] + A_k:

R_w(x_k) = ∫_a^b q(x) dx + A_k ln[(x_k−a)/(b−x_k)],
q(x) = [A(x) − A_k]/(x_k − x).

The integrand q is now regular, with q(x_k) = −A′(x_k). The trapezoidal rule has weights w_j equal to half the sum of the spacings that meet at x_j, so

R_w(x_k) ≈ Σ_{j≠k} w_j (A_j − A_k)/(x_k − x_j) − w_k A′_k + A_k ln[(x_k−a)/(b−x_k)].

For the derivative, let h₋ and h₊ be the spacings left and right of x_k. The one-sided slopes are

(A_{k+1} − A_k)/h₊ = A′ + h₊A″/2 + h₊²A‴/6 + …
(A_k − A_{k−1})/h₋ = A′ − h₋A″/2 + h₋²A‴/6 − …

Weighting the first by h₋ and the second by h₊ removes A″:

A′_k = [h₋(A_{k+1}−A_k)/h₊ + h₊(A_k−A_{k−1})/h₋]/(h₋+h₊).

Its error is h₋h₊A‴/6 to leading order. Multiplied by w_k, this is of third order.

The trapezoidal error follows from q(x) = −∫_0^1 A′(x_k + t(x−x_k)) dt. Two derivatives bring down t², and ∫_0^1 t² dt = 1/3, so |q″| ≤ M₃/3 with M₃ = max|A‴|. A segment contributes at most h_j³/12 times this, and the total is at most M₃h_max²(b−a)/36. The rule is therefore of second order on any mesh, even one whose spacing jumps, provided A‴ is bounded.

**3. Rule II: integrate linear segments analytically**

On segment j replace A by the line L_j(x) = A_j + s_j(x−x_j), with s_j = (A_{j+1}−A_j)/h_j. Since L_j(x) = L_j(ω) − s_j(ω−x), division by ω−x gives

∫_{x_j}^{x_{j+1}} L_j(x)/(ω−x) dx = L_j(ω) ln|(ω−x_j)/(ω−x_{j+1})| − s_jh_j.

This also holds as a principal value when ω lies inside the segment. At a node, two neighbouring segments have infinite logarithms that cancel, and the sum should be regrouped before it is coded. The line can be written from either end:

L_j(ω) = A_j + s_j(ω−x_j) = A_{j+1} + s_j(ω−x_{j+1}).

Use the first form with ln|ω−x_j| and the second with ln|ω−x_{j+1}|. With g(u) = u ln|u| and g(0) = 0, segment j becomes

A_j ln|ω−x_j| − A_{j+1} ln|ω−x_{j+1}| + s_j[g(ω−x_j) − g(ω−x_{j+1})] − (A_{j+1}−A_j).

In the sum over j the bare logarithms of all interior nodes cancel in pairs, leaving

R_w(ω) ≈ A_0 ln|ω−a| − A_N ln|ω−b| + Σ_j s_j[g(ω−x_j) − g(ω−x_{j+1})] − (A_N−A_0).

This is finite at interior nodes and usable between them. The logarithms contain energies, but the choice of unit drops out: rescaling their arguments by λ adds ln λ times A_0 − A_N + Σ s_jh_j, which is zero.

**4. Grid error of rule II**

Let M_j = max|A″| on segment j. The interpolation remainder e = A − L_j obeys

|e(x)| ≤ M_j(x−x_j)(x_{j+1}−x)/2 ≤ M_jh_j²/8.

Take ω at a node. On an adjacent segment, one factor of the first bound cancels |ω−x|. The other integrates to h_j²/2, so the contribution is at most M_jh_j²/4. On every other segment the second bound gives at most

(M_jh_j²/8) |ln|(ω−x_j)/(ω−x_{j+1})||.

The sum of these terms is a bound that can be evaluated once the M_j are known or estimated; the samples alone do not fix them. It adds absolute values, so its logarithms can accumulate as the mesh is refined. The signed error behaves better. If h varies smoothly with x, segments at equal distances left and right of ω have nearly equal e but opposite 1/(ω−x). Their logarithmic parts cancel, and an error of order h² remains. At a node where the spacing jumps by a fixed ratio they do not cancel: the mean of e is −A″h²/12 with different h on the two sides, and the error is of order h² ln(1/h).

The bound says nothing if A″ is unbounded, for example at a square-root band edge.

**5. Pseudocode and cost**

```
LINEAR(x, A, w):              # w differs from a and b
  R = A[0]*ln|w-x[0]| - A[N]*ln|w-x[N]| - (A[N]-A[0])
  for j = 0 .. N-1:
    s = (A[j+1]-A[j])/(x[j+1]-x[j])
    R += s*(g(w-x[j]) - g(w-x[j+1]))
  return R                    # g(0) = 0

SUBTRACT(x, A, k):            # 0 < k < N
  R = A[k]*ln((x[k]-x[0])/(x[N]-x[k]))
  R -= weight[k]*slope(k)     # three-point derivative
  for j != k:
    R += weight[j]*(A[j]-A[k])/(x[k]-x[j])
  return R
```

For M output frequencies both rules cost of order MN operations. Rule II needs about N logarithms per frequency, rule I needs one. Rule I as written applies at nodes. Between nodes the subtracted value A(ω) must be interpolated, and A′(ω) is needed as well only if ω is inserted as a node. If all frequencies are processed together, the array of differences takes MN numbers of storage, and working in blocks limits this. Both rules are linear in the samples, so on fixed grids they can be stored as a matrix and reused.

**6. Stability and two failures at the singular point**

Far outside the window, rule II loses digits. Its terms have size |s_j ω ln|ω||, while the result falls as 1/ω. No principal value is needed there, and the trapezoidal sum of A_j/(ω−x_j) avoids the cancellation.

In rule I, setting the undefined term j = k to zero omits −w_kA′_k. The result is then wrong by

+A′(x_k)(h₋+h₊)/2,

which is of first order and largest on the flanks of a peak.

A worse failure comes from summing w_jA_j/(x_k−x_j) over j ≠ k without subtraction. Suppose the spacing is h₋ everywhere to the left of x_k and h₊ everywhere to the right. For constant A, the left side with its half-weighted end point gives

Σ_{n=1}^{N₋} 1/n − 1/(2N₋) = ln N₋ + γ_E + O(1/N₋²), N₋ = (x_k−a)/h₋,

where γ_E is Euler's constant. The right side gives −(ln N₊ + γ_E), with N₊ = (b−x_k)/h₊. The sum is

ln[(x_k−a)/(b−x_k)] + ln(h₊/h₋).

The first term is correct and the second is spurious. The varying part A(x) − A_k adds the first-order error found above. Refinement at fixed h₊/h₋ therefore leaves the error A(x_k) ln(h₊/h₋). On a uniform grid this term vanishes by symmetry, so a code checked there alone would not reveal it.

**7. Bounding the truncated tails**

The omitted part is

T(ω) = ∫_{−∞}^a A(x)/(ω−x) dx + ∫_b^∞ A(x)/(ω−x) dx.

In the first integral 0 < 1/(ω−x) ≤ 1/(ω−a). In the second −1/(b−ω) ≤ 1/(ω−x) < 0. With W₋ and W₊ the weights below a and above b, and A ≥ 0,

−W₊/(b−ω) ≤ T(ω) ≤ W₋/(ω−a).

The sum rule supplies the total missing weight,

W₋ + W₊ = 1 − ∫_a^b A dx ≈ 1 − Σ_j w_jA_j.

If the two weights are not known separately, |T| is at most this deficit divided by the distance to the nearer edge. The numerical deficit also contains the quadrature error of the norm, so it is an estimate, and on a poor mesh it can even be negative.

**8. Correcting inverse-square tails**

A correction needs a tail shape. Lorentzian broadening gives A ≈ C/(x−c)² at large |x|. Put z = x−c, y = ω−c, B = b−c and D = c−a, with B, D > 0. The identity

1/[z²(y−z)] = 1/(yz²) + 1/(y²z) + 1/[y²(y−z)]

is checked by multiplying by y²z²(y−z): the right side becomes y(y−z) + z(y−z) + z² = y². An antiderivative is

−1/(yz) + (1/y²) ln|z/(y−z)|,

which vanishes at z = ±∞. The upper tail is minus its value at z = B, and the lower tail is its value at z = −D:

upper: C[1/(yB) + ln(1−y/B)/y²],
lower: C[1/(yD) − ln(1+y/D)/y²].

Together,

T = (C/y²){ln[(1−y/B)/(1+y/D)] + y/B + y/D}.

Expanding the logarithms to third order gives, near y = 0,

T = (C/2)(1/D² − 1/B²) − (Cy/3)(1/B³ + 1/D³) + O(y²).

This form should be coded for small |y|, where the closed form cancels. It also gives the dependence on window size. If B and D grow in a fixed unequal ratio, T falls as L⁻². If B = D = L, the first term vanishes and T ≈ −2Cy/(3L³). The gain of a power of L comes from extending the window equally on both sides, and the centre need not be c. For the window [m−L, m+L] with m fixed, B = L + (m−c) and D = L − (m−c), so 1/D² − 1/B² ≈ 4(m−c)/L³ and T ≈ C[2(m−c) − 2y/3]/L³. The choice of centre changes only the coefficient.

If both tails share C and c, the end samples determine them. From A_0D² = A_NB² = C,

ρ = √(A_0/A_N) = B/D, c = (b+ρa)/(1+ρ), C = A_N(b−c)².

The fitted tails carry weight C/B + C/D. Comparing this with the norm deficit tests the assumed shape. Disagreement means that the tails have another form or that the mesh is too coarse. Agreement is necessary but not sufficient. Suppose the tails are C₋/(x−m)² below and C₊/(x−m)² above the window, with m its midpoint. The fitted weight is then 2√(C₋C₊)/(C₋+C₊) times the true one. This is still 0.98 for C₋ = 1.5C₊, although the fitted T can be far off. The fit should not be used for a spectrum that truly ends inside the window.

Near an edge the cut itself creates a singularity. Just above b, A(x) ≈ A(b), so the upper tail contains −A(b)∫_b dx/(x−ω), whose singular part is A(b) ln(b−ω). The true Re G is smooth there, and R_w must contain the opposite logarithm. Frequencies of interest should stay away from the edges unless the tail is added.

**9. Worked example**

The model has a quasiparticle and a satellite,

G(ω) = Σ_i Z_i/(ω − ε_i + iγ_i),

with Z = 0.7 and 0.3, ε = −0.3 and −0.9 hartree, and γ = 0.02 and 0.1 hartree. Its poles lie in the lower half-plane, and its real part is known:

Re G = Σ_i Z_i(ω−ε_i)/[(ω−ε_i)² + γ_i²].

The window is [−3, 3] hartree. The nodes are equally spaced in u(x) = Σ_i asinh[(x−ε_i)/γ_i]. Since du/dx = Σ_i 1/√[(x−ε_i)²+γ_i²], the spacing is small at the peaks and grows with distance from them. Bisection inverts u(x), which is monotonic.

**Grid error.** With 400, 800 and 1600 segments, the largest error of rule II at 192 common nodes is 0.0116, 0.00285 and 0.00071 1/hartree. The last halving of the mesh reduces it by 4.03, and that of rule I by 3.94, as second order requires. At the worst node for 400 segments, the bound of section 4 is 0.034 against an actual error of 0.0116. A uniform mesh of 400 segments has spacing 6/400 = 0.015 hartree, close to the quasiparticle half-width, and its largest error at the same 192 frequencies, which in general lie between its nodes, is 2.05 1/hartree. Between its own nodes the graded mesh of 400 segments errs by up to about 0.0145 1/hartree, somewhat more than at the nodes.

**Failures.** Omitting the diagonal term on the quasiparticle flank, with 1600 segments, gives an error of −0.0968 1/hartree, against the predicted −0.0972. On a separate mesh whose spacing doubles at −0.5 hartree, skipping the node without subtraction gives errors of 0.1185, 0.1170 and 0.1162 as the mesh is twice halved. They approach A ln 2 = 0.1154, and the excess halves each time. Rule I on the finest of these meshes errs by 8×10⁻⁷ 1/hartree.

**Missing weight.** The weights outside are W₋ = 0.00619 and W₊ = 0.00380, together 0.00999. The norm deficit with 1600 segments is 0.00998. At ω = 0.5 hartree the bounds are

−0.00380/2.5 = −0.00152 and 0.00619/3.5 = 0.00177 1/hartree.

The true T is 0.00035 1/hartree, well inside them for two reasons. The bounds place all missing weight at the edges, whereas it is spread outward, and the two tails have opposite signs. With the fitted tail below, the lower part is (0.01437/1.4960)(0.5372 − 0.4300) = 1.0×10⁻³ and the upper part is (0.01437/1.4960)(0.3285 − 0.3983) = −0.7×10⁻³ 1/hartree, each roughly half of its own bound.

**Tail correction.** The end samples give C = 0.01437 hartree and c = −0.7231 hartree. At large |x| the model has A = Σ(Z_iγ_i/π)(1/x² + 2ε_i/x³ + …), while C/(x−c)² = C/x² + 2Cc/x³ + …. Matching the two terms gives C = ΣZ_iγ_i/π = 0.044/π = 0.01401 hartree and c = ΣZ_iγ_iε_i/ΣZ_iγ_i = −0.0312/0.044 = −0.709 hartree. The fitted weight, 0.01017, exceeds the deficit by about 2%. At ω = 0.5 hartree, y = 1.2231, B = 3.7231 and D = 2.2769 hartree, so

y/B = 0.3285, y/D = 0.5372,
T = (0.01437/1.4960)(−0.3983 − 0.4300 + 0.3285 + 0.5372) = 3.6×10⁻⁴ 1/hartree.

The braces hold a small difference of larger numbers; unrounded values give 0.0375. The correction changes Re G from 1.08732 to 1.08768 1/hartree, or 0.03997 1/eV. The model value is 1.08765 1/hartree.

**Which error dominates.** At ω = −2.5 hartree, near the lower edge, truncation dominates: the total error falls from 2.9×10⁻³ to 2.5×10⁻⁵ 1/hartree on correction. At −0.28 hartree, on the quasiparticle, it falls from 8.3×10⁻⁴ to 1.6×10⁻⁴. What remains there is mainly the grid error, 1.7×10⁻⁴ in magnitude, so a finer mesh is the next remedy.

**Window size.** At ω = −0.3 hartree, going from L = 16 to 32 hartree reduces T by 8.01 for the window [c−L, c+L] and by 3.95 for [c−L, c+2L], with c = −0.709 hartree. The limiting factors are 8 and 4. The numerical output gives the remaining values, including the edge logarithm.

Computed results

```
weights Z: [0.7 0.3]  sum: 1.0
energies (hartree): [-0.3 -0.9]
half-widths (hartree): [0.02 0.1 ]
window (hartree): -3.0 3.0
Largest grid error (1/hartree) at 192 nodes
segments   linear     subtraction
   400   1.157e-02   6.866e-03
   800   2.850e-03   1.745e-03
  1600   7.069e-04   4.429e-04
error ratio 800/1600: 4.031, 3.941
1600 segments, spacing (hartree): 2.359e-04 to 2.171e-02
uniform mesh, 400 segments, linear: 2.050e+00 1/hartree
400 segments, worst node at -0.2910 hartree:
  error 1.157e-02, bound 3.378e-02 1/hartree
diagonal omitted at -0.2889 hartree, 1600 segments:
  error -0.09678, predicted -0.09722 1/hartree
Node skipped, spacing doubles at -0.5 hartree (1/hartree)
  1700 segments: skip 0.11851, subtract 1.16e-05
  3400 segments: skip 0.11695, subtract 3.21e-06
  6800 segments: skip 0.11617, subtract 8.41e-07
  predicted limit A ln 2: 0.11539
outside weight: lower 0.006194, upper 0.003798
norm deficit 0.009978, fitted weight 0.010170
tail C (hartree): fit 0.014369, asymptotic 0.014006
tail c (hartree): fit -0.72312, asymptotic -0.70909
Linear rule, 1600 segments; w in hartree, rest in 1/hartree
   w     exact Re G    window rule   corrected
 -2.50    -0.5049260    -0.5078522    -0.5049009
 -0.28    17.9716024    17.9707743    17.9714396
  0.50     1.0876514     1.0873171     1.0876771
  2.50     0.3381463     0.3389913     0.3381499
   w    grid error   true T     fitted T   T min      T max
 -2.50  -7.51e-06  2.919e-03  2.951e-03 -6.906e-04  1.239e-02
 -0.28  -1.74e-04  6.539e-04  6.653e-04 -1.158e-03  2.277e-03
  0.50   1.76e-05  3.520e-04  3.600e-04 -1.519e-03  1.770e-03
  2.50   5.06e-06 -8.400e-04 -8.415e-04 -7.597e-03  1.126e-03
T at -0.3 hartree (1/hartree), window about asymptotic c
L (hartree)   [c-L,c+L]    [c-L,c+2L]
     8       -7.501e-06   7.816e-05
    16       -9.338e-07   2.001e-05
    32       -1.166e-07   5.065e-06
ratio 16/32: 8.008, 3.951
T change, edge distance 1e-3 to 1e-4 hartree (1/hartree):
  -2.38316e-03, predicted -2.38690e-03
corrected Re G at 0.5 hartree: 0.039971 1/eV
```
